# Bending strain in a hafnia capacitor with and without a polyimide cover

## Problem

A ferroelectric capacitor consists of a 10 nm hafnia film between two 10 nm ruthenium electrodes. It covers one face of a polyimide sheet of thickness \(h=50\) µm. The sheet is bent into a circular arc of radius \(R=5\) mm with the capacitor on the outer, convex side. Take rough moduli of 3 GPa for polyimide, 200 GPa for hafnia and 400 GPa for ruthenium.

(a) Find the strain that bending produces in the hafnia, first ignoring the stiffness of the capacitor and then including it.

(b) A second polyimide layer, identical to the first, is bonded over the capacitor while everything is flat. Find the strain at the middle of the hafnia when the covered strip is bent to the same radius.

(c) Determine what strain remains in practice, and which strains the cover does not remove.

## Solution

### Conventions and assumptions

Tensile strain is positive. The height \(y\) is measured from the inner, concave face of the sheet. The radius \(R\) refers to the neutral surface, the surface whose length does not change on bending; a radius measured at the inner face is treated below. The algebra holds in any consistent units, atomic units included. The numbers are in engineering units.

The layers are linearly elastic and perfectly bonded, the capacitor stack is continuous, and no net force pulls along the strip. Cross-sections that are plane before bending stay plane. All strains are changes from the flat state, so stress already present in the flat device is not included.

The strip is taken as wide enough to stay straight across its width. With equal Poisson ratios in all layers its transverse strain is then zero during bending; realistic unequal ratios leave a small uniform transverse strain, of order 0.002 percent for the uncovered device, which is neglected. This requires a width large compared with the square root of radius times thickness, about 0.5 mm for the uncovered sheet. Let \(x\) run along the strip and \(z\) across its width, with Young's modulus \(Y\) and Poisson ratio \(\nu\). The faces are free and the strip is thin compared with \(R\), so the stress through the thickness is negligible and is set to zero. Then

\[
0=\varepsilon_z=\frac{\sigma_z-\nu\sigma_x}{Y}
\quad\Rightarrow\quad \sigma_z=\nu\sigma_x ,
\]

\[
\varepsilon_x=\frac{\sigma_x-\nu\sigma_z}{Y}
=\frac{1-\nu^2}{Y}\,\sigma_x .
\]

The modulus needed is therefore \(E=Y/(1-\nu^2)\), and the values in the problem are taken as moduli of this kind.

### Strain from the change of length

A piece of strip of rest length \(L\) is bent through an angle \(\theta\). The neutral surface, at height \(y_n\), keeps its length, so \(L=R\theta\). A fibre at height \(y\) lies on an arc of radius \(R+y-y_n\) and has length \((R+y-y_n)\theta\). Its strain is

\[
\varepsilon(y)=\frac{(R+y-y_n)\theta-R\theta}{R\theta}
=\frac{y-y_n}{R}. \tag{1}
\]

Fibres outside the neutral surface are stretched and those inside it are compressed. What matters for the capacitor is its distance from that surface.

### Locating the neutral surface

Let the stack have total thickness \(t\), and let the cover have thickness \(c\) and the same modulus \(E\) as the sheet. Keeping \(c\) general treats the uncovered and covered devices together. The middle of the hafnia is at \(y_m=h+t/2\), and its distance from the neutral surface is \(d=y_m-y_n\).

The stress in layer \(i\) is \(E_i\varepsilon\). Because strain is linear in height, the force per unit width carried by a layer is its modulus times its thickness times the strain at its centre. Relative to the middle of the hafnia, the centres are at

- \(h/2-(h+t/2)=-(h+t)/2\) for the sheet,
- \(0\) for the stack, which is symmetric about the hafnia,
- \(t/2+c/2=(c+t)/2\) for the cover.

By (1), the strain at each centre is \(d\) plus this position, divided by \(R\). Define the stack stiffness \(A=\sum E_i t_i\), summed over hafnia and electrodes. Zero net force, after multiplication by \(R\), reads

\[
Eh\left(d-\frac{h+t}{2}\right)+Ad
+Ec\left(d+\frac{c+t}{2}\right)=0 .
\]

Collecting the terms in \(d\) gives

\[
d\,[E(h+c)+A]=\frac{E}{2}\,[h(h+t)-c(c+t)] .
\]

The bracket on the right factors:

\[
h^2-c^2+t(h-c)=(h-c)(h+c+t).
\]

Since the strain at mid-hafnia is \(\varepsilon=d/R\),

\[
\boxed{\;\varepsilon=
\frac{E(h-c)(h+c+t)}{2R\,[E(h+c)+A]}\;} \tag{2}
\]

### (a) The uncovered capacitor

Set \(c=0\) in (2) and divide numerator and denominator by \(Eh\):

\[
\varepsilon=\frac{h+t}{2R(1+\eta)},\qquad
\eta=\frac{A}{Eh}. \tag{3}
\]

If the stack is thin, \(t\ll h\), and also compliant, \(\eta\ll1\), the neutral surface lies at mid-sheet and

\[
\varepsilon\approx\frac{h}{2R}
=\frac{50\ \text{µm}}{2\times5000\ \text{µm}}
=0.0050=0.50\ \text{percent}.
\]

The two conditions are different. Here \(t=30\) nm is less than a thousandth of \(h\), but the stack is made of much stiffer materials:

\[
A=200(0.010)+2\times400(0.010)=10\ \text{GPa µm}.
\]

The sheet has \(Eh=3\times50=150\) GPa µm, so \(\eta=10/150=0.067\). Equation (3) then gives

\[
d=\frac{50.03\ \text{µm}}{2(1.0667)}=23.45\ \text{µm},
\qquad
\varepsilon=\frac{23.45}{5000}=0.469\ \text{percent}.
\]

The stiff stack draws the neutral surface towards itself and lowers its own strain by about 6 percent of the ideal value. Most of this comes from the electrodes, which supply 8 of the 10 GPa µm. To one significant figure the strain remains 0.5 percent.

The corresponding bending stress in the hafnia is \(200\ \text{GPa}\times0.00469=0.94\) GPa, in tension. Bending the strip the other way, with the capacitor on the concave side, reverses the sign of both strain and stress.

If 5 mm is instead the radius \(a\) of a cylinder touching the inner face, then \(R=a+y_n=a+h+t/2-d\), and the strain becomes

\[
\varepsilon=\frac{d}{a+h+t/2-d}
=\frac{23.45}{5026.6}=0.467\ \text{percent}.
\]

The choice of radius matters little here because the sheet is thin compared with the cylinder.

### (b) The covered capacitor

For an identical cover, \(c=h\), the factor \(h-c\) in (2) vanishes:

\[
\varepsilon(c=h)=0 .
\]

The inner polyimide is compressed and the outer polyimide is stretched. Their forces balance about the capacitor, which now lies on the neutral surface. The stack stiffness \(A\) has dropped out: a stiff layer on the neutral surface does not pull that surface to either side.

A symmetry argument gives the same result without assuming plane cross-sections. Reflect the covered strip in its middle plane. The structure is unchanged, the curvature changes sign, and the strain along the middle plane keeps its value. In linear elasticity, however, reversing the curvature reverses every bending strain. The mid-plane strain must therefore equal its own negative, and so it is zero. The argument requires electrodes that match in thickness, material and outline, as well as matching polyimide layers.

Equation (2) also describes partial covers. When \(t\) and \(A\) are negligible, the factor \(h+c\) cancels and

\[
\varepsilon\approx\frac{h-c}{2R}.
\]

In this limit the strain falls linearly with cover thickness, passes through zero at \(c=h\) and becomes compressive for a thicker cover. The full formula gives 0.239 percent for a 25 µm cover, about half the uncovered value.

The protection has a mechanical price. The outer polyimide face is now about \(h\) from the neutral surface, so its strain is about \(h/R=1\) percent. For a uniform strip of thickness \(H\), the bending moment per unit width is

\[
M=\int_{-H/2}^{H/2}E\,\frac{s}{R}\,s\,ds=\frac{EH^3}{12R},
\]

where \(s\) is the distance from its middle. Doubling \(H\) at fixed \(R\) multiplies the moment by eight when the capacitor's own contribution is left out.

### (c) What remains after covering

**Finite hafnia thickness.** Zero strain at the middle does not mean zero strain throughout the film. Its faces lie \(t_H/2=5\) nm from the middle, so by (1) they carry

\[
\pm\frac{t_H}{2R}
=\pm\frac{0.010\ \text{µm}}{10\,000\ \text{µm}}
=\pm0.0001\ \text{percent}.
\]

This is negligible beside the original 0.469 percent.

**Unequal thickness.** Let \(c=h+\delta\), with \(\delta\) small compared with \(h\). In (2), \(h-c=-\delta\). To first order in \(\delta\), and with \(t\ll h\), the other factors can be evaluated at \(c=h\):

\[
\varepsilon\approx
-\frac{E\delta(2h)}{2R(2Eh+A)}
=-\frac{\delta}{2R(1+\eta/2)}. \tag{4}
\]

A cover 5 percent too thick has \(\delta=2.5\) µm and gives

\[
\varepsilon=-\frac{2.5}{10\,000\times1.033}
=-0.024\ \text{percent}.
\]

A cover 5 percent too thin gives \(+0.024\) percent. In both cases about 5 percent of the uncovered strain remains in magnitude. At this level of matching, the cover removes about 95 percent of the bending strain.

**An adhesive layer.** Suppose an adhesive of thickness \(g\ll h\) lies between stack and cover. If its modulus equals that of polyimide, it acts as extra cover, and (4) applies with \(\delta=g\). If it carries negligible axial force but still keeps the cross-section plane, it moves the centre of the cover outward by \(g\). The force balance is then

\[
Eh\left(d-\frac{h+t}{2}\right)+Ad
+Eh\left(d+\frac{h+t}{2}+g\right)=0,
\]

so that

\[
d=-\frac{Ehg}{2Eh+A}=-\frac{g}{2(1+\eta/2)} .
\]

Both cases give the same first-order shift. A 2.5 µm adhesive therefore costs about as much as the 5 percent thickness error above, and a slightly thinner cover can compensate for it.

**Slip.** If the cover slides freely, no axial force passes between it and the capacitor. The sheet with its stack must then satisfy zero net force by itself, which is the uncovered problem, and the hafnia keeps its 0.469 percent at the same \(R\). A soft adhesive that shears appreciably lies between the bonded and sliding limits. The cancellation comes from the bond as much as from the cover.

**Large bending.** The symmetry argument excludes a mid-plane strain proportional to \(1/R\), but it permits one proportional to \(1/R^2\), which does not change sign with the curvature. Its size can be estimated for a uniform, incompressible neo-Hookean sheet of thickness \(H=2h\), with the capacitor left out.

Let a fibre at rest distance \(X\) from the middle have radius \(r\) after bending and stretch \(\lambda=r/R\). The width is fixed, so constant volume requires a thickness stretch \(dr/dX=1/\lambda=R/r\). Hence \(r\,dr=R\,dX\), and integration gives

\[
\lambda^2=m+\frac{2X}{R},
\]

where \(m\) is the squared stretch at the middle. With shear modulus \(\mu\), the energy per unit area is

\[
U=\frac{\mu}{2}\int_{-H/2}^{H/2}
\left(\lambda^2+\lambda^{-2}-2\right)dX .
\]

At a given bending angle, a sheet free of other loads takes the value of \(m\) that minimizes \(U\). Since \(\partial\lambda^2/\partial m=1\), the condition is

\[
0=\int_{-H/2}^{H/2}(1-\lambda^{-4})\,dX
=H-\frac{R}{2}\left[\frac{1}{m-H/R}-\frac{1}{m+H/R}\right].
\]

The last term equals \(H/(m^2-H^2/R^2)\), so \(m^2=1+(H/R)^2\). For \(H\ll R\), the strain at the middle is

\[
\sqrt m-1\approx\frac{H^2}{4R^2}
=\left(\frac{h}{R}\right)^2=(0.01)^2=0.010\ \text{percent}.
\]

This is about 2 percent of the uncovered strain. Polyimide is neither incompressible nor neo-Hookean, so the result is only an estimate of size. Other elastic laws can give a larger or a smaller strain, or even one of opposite sign. It nevertheless shows that the linear-theory zero should not be read as a real strain of zero to many decimal places.

**Warming.** The cover balances bending strain, not a difference in thermal expansion. Let polyimide and stack have expansion coefficients \(\alpha_p\) and \(\alpha_f\), and let the covered strip warm by \(\Delta T\) at fixed curvature. Write \(s\) for the extra elastic strain in the stack. Bonding requires equal total length changes, so the average extra elastic strain in the polyimide is \(s-(\alpha_p-\alpha_f)\Delta T\). Zero net force gives

\[
2Eh\,[s-(\alpha_p-\alpha_f)\Delta T]+As=0,
\]

\[
s=\frac{(\alpha_p-\alpha_f)\Delta T}{1+\eta/2}.
\]

Here the strip also expands freely across its width, so in each layer the extra elastic strain is the same along and across the strip. Each modulus in this balance is therefore \(Y/(1-\nu)\) instead of \(Y/(1-\nu^2)\). For equal Poisson ratios the ratio \(\eta\) keeps its earlier value. With rough coefficients of 30 ppm/K for polyimide and 7 ppm/K for the whole stack, warming by 60 K gives

\[
s=\frac{23\times10^{-6}\times60}{1.033}=0.13\ \text{percent},
\]

in tension. For these coefficients this exceeds the strains found above for a 5 percent thickness error and for large bending. The result depends on the polyimide grade: a coefficient of 12 ppm/K gives only 0.03 percent, and one below that of the stack reverses the sign.

**Strain gradient.** The cover removes the average strain, but by (1) the gradient \(d\varepsilon/dy=1/R=200\ \text{m}^{-1}\) remains. A gradient can polarize a dielectric, which is the flexoelectric effect. Taking a rough coupling voltage \(f=10\) V and relative permittivity \(\epsilon_r=30\), the polarization is of order

\[
P\sim\frac{\epsilon_0\epsilon_r f}{R}
\approx5\times10^{-5}\ \text{µC/cm}^2 .
\]

Ferroelectric hafnia has a remanent polarization of roughly 10 µC/cm² or more, so this contribution is negligible for these inputs.

### Comparison with a real device

Hafnia films near 10 nm and polyimide sheets of tens of micrometres are realistic choices, and the moduli are rough typical values. Real capacitors are often patterned pads rather than a continuous stack. At a pad edge the polyimide must pass a force per width \(A\varepsilon\) into the stack by shear. If the shear stress is of order \(E\varepsilon\), this takes a length of order \(A/E=3.3\) µm. Near an edge that runs across the strip, the stack of an uncovered device therefore strains less than (3) gives. Equation (3) applies to the interior of a stack that spans the full width of the strip and is much longer than both this length and the sheet thickness. A pad surrounded by bare polyimide is different: the sheet beside it shares the axial force, so the neutral surface shifts less and the strain lies between (3) and \(h/2R\). At fixed curvature, treating the sheet as a flat membrane with all Poisson ratios equal to 0.3, the interior of a round or square pad strains about 0.48 percent, and a narrow line along the bending direction approaches 0.50 percent.

Built-in strain can be a larger correction. Hafnia is usually heated to crystallize it, and polyimide shrinks more than the stack on cooling. By the thermal formula, cooling by 300 K would put about 0.7 percent compression into a covered stack, if the rough coefficients held over that range. An uncovered sheet held flat gives a similar size. A cover added afterwards leaves this strain in place. The bending calculation therefore does not by itself predict cracking or a change in ferroelectric switching, which also depend on the initial stress, defects and electrical history.

For this geometry, a well-bonded cover matched to 5 percent in thickness reduces the bending strain at mid-hafnia from 0.47 percent to about 0.02 percent in magnitude in linear theory, with a further correction of order 0.01 percent from large bending. The numerical output below lists the inputs and the separate contributions.

## Numbers as computed

```
INPUTS (material values are rough)
polyimide thickness h = 50.0 um
bending radius R = 5.0 mm
hafnia thickness = 10.0 nm
each Ru electrode = 10.0 nm
polyimide modulus = 3.0 GPa
hafnia modulus = 200 GPa
Ru modulus = 400 GPa
UNCOVERED
stack thickness t = 30.0 nm
stack stiffness A = 10.00 GPa um
polyimide stiffness E h = 150.0 GPa um
stiffness ratio eta = 0.0667 (no unit)
ideal strain h/(2R) = 0.5000 percent
strain with stack stiffness = 0.4690 percent
distance from neutral surface = 23.452 um
hafnia bending stress = 0.938 GPa
COVERED
cover 25.0 um: mid-hafnia strain = 0.2395 percent
cover 47.5 um: mid-hafnia strain = 0.0242 percent
cover 50.0 um: mid-hafnia strain = 0.0000 percent
cover 52.5 um: mid-hafnia strain = -0.0242 percent
strain at hafnia faces = +/- 0.000100 percent
small-mismatch law, 5 percent thick = -0.0242 percent
5 percent mismatch / uncovered = 0.0516 (no unit)
NEGLECTED EFFECTS
uncovered strain, 5 mm mandrel = 0.4666 percent
large-bending mid strain, covered = 0.0100 percent
large-bending / uncovered strain = 0.0213 (no unit)
polyimide expansion = 30.0 ppm/K
stack expansion = 7.0 ppm/K
warming = 60 K
thermal strain, covered = 0.1335 percent
strain gradient 1/R = 200.0 1/m
flexocoupling voltage = 10.0 V
relative permittivity = 30.0 (no unit)
flexoelectric polarization = 5.31e-05 uC/cm2
edge-zone length scale A/E = 3.33 um
```
